\section*{Resistance of a circular constriction between two half-spaces}

Two identical conductors of uniform, isotropic resistivity $\rho$ fill the half-spaces $z<0$ and $z>0$. A thin insulating screen in the plane $z=0$ separates them, except for a circular hole of radius $a$ centred on the $z$ axis. The potential tends to $+V/2$ far below the screen and to $-V/2$ far above it, so conventional current $I$ flows upwards. The task is to find $R=V/I$ and to decide when the result can be trusted.

Ohm's law is assumed to hold locally, which requires a mean free path much shorter than $a$. Parts (a) to (e) contain no physical constants, so their equations read the same in SI and in atomic units ($\hbar=e=m_e=1$, resistance unit $\hbar/e^2$).

\section*{(a) The boundary-value problem}

\textbf{Question.} Which equation and boundary conditions fix the potential $\phi$, and is the solution unique?

\textbf{Solution.} Ohm's law is $\mathbf j=-\nabla\phi/\rho$. In a steady state $\nabla\cdot\mathbf j=0$, and since $\rho$ is constant,
\begin{equation}
\nabla^2\phi=0 .
\end{equation}
No current enters the screen, so $\partial\phi/\partial z=0$ on both its faces. In the hole the material is continuous, and $\phi$ must be smooth there. At the sharp rim we require bounded $\phi$ and finite dissipated power.

Let $w$ be the difference of two solutions. It is harmonic, has zero normal derivative on the screen and vanishes far away. Green's identity gives
\begin{equation}
\int|\nabla w|^2\,dV=\oint w\,\frac{\partial w}{\partial n}\,dS ,
\end{equation}
where the surface consists of the screen, a large sphere of radius $L$ and a thin tube of radius $\epsilon$ around the rim. The screen contributes nothing. Outside the radius $a$, $w$ in each half-space can be reflected evenly in the screen to give a decaying harmonic function. It therefore falls at least as $1/L$ and its gradient as $1/L^2$, so the sphere contributes at most $L^2\cdot L^{-3}\to0$.

For the tube, let $F(\epsilon)=\int|\nabla w|^2dS$. By the Cauchy--Schwarz inequality its contribution is at most a constant times $\sqrt{\epsilon F(\epsilon)}$. Finite power means that $\int F\,d\epsilon$ converges, so $\epsilon F\to0$ along some sequence of shrinking tubes. Thus $\nabla w=0$ everywhere, and $w=0$. Any solution we find is the solution.

\section*{(b) Coordinates that fit the hole}

\textbf{Question.} With $r$ the distance from the axis, define
\begin{equation}
z=a\xi\eta,\qquad r=a\sqrt{(1+\xi^2)(1-\eta^2)},
\end{equation}
where $-\infty<\xi<\infty$ and $0\le\eta\le1$. Locate the hole and the screen, and find Laplace's equation for an axisymmetric potential.

\textbf{Solution.} At $\xi=0$ we have $z=0$ and $r=a\sqrt{1-\eta^2}\le a$, which is the hole. At $\eta=0$ we have $z=0$ and $r=a\sqrt{1+\xi^2}\ge a$, which is the screen: its upper face has $\xi>0$ and its lower face $\xi<0$. The axis is $\eta=1$.

The derivatives of the map are
\begin{align}
\frac{\partial r}{\partial\xi}&=a\xi\sqrt{\frac{1-\eta^2}{1+\xi^2}}, & \frac{\partial z}{\partial\xi}&=a\eta,\\
\frac{\partial r}{\partial\eta}&=-a\eta\sqrt{\frac{1+\xi^2}{1-\eta^2}}, & \frac{\partial z}{\partial\eta}&=a\xi .
\end{align}
The coordinate directions are perpendicular, because $-a^2\xi\eta+a^2\xi\eta=0$. The squared length per unit change of $\xi$ is
\begin{equation}
h_\xi^2=a^2\,\frac{\xi^2(1-\eta^2)+\eta^2(1+\xi^2)}{1+\xi^2}
=a^2\,\frac{\xi^2+\eta^2}{1+\xi^2}.
\end{equation}
In the same way,
\begin{equation}
h_\eta^2=a^2\,\frac{\eta^2(1+\xi^2)+\xi^2(1-\eta^2)}{1-\eta^2}
=a^2\,\frac{\xi^2+\eta^2}{1-\eta^2}.
\end{equation}
For the azimuthal angle $\alpha$, $h_\alpha=r$.

Consider the flux of $\nabla\phi$ out of a small coordinate box. Through a face of constant $\xi$ the gradient is $h_\xi^{-1}\partial_\xi\phi$ and the area is $h_\eta h_\alpha\,d\eta\,d\alpha$. The factors needed are
\begin{equation}
\frac{h_\eta h_\alpha}{h_\xi}=a(1+\xi^2),\quad
\frac{h_\xi h_\alpha}{h_\eta}=a(1-\eta^2),\quad
h_\xi h_\eta h_\alpha=a^3(\xi^2+\eta^2).
\end{equation}
Dividing the net flux by the volume gives
\begin{equation}
\nabla^2\phi=\frac{\partial_\xi\big[(1+\xi^2)\partial_\xi\phi\big]+\partial_\eta\big[(1-\eta^2)\partial_\eta\phi\big]}{a^2(\xi^2+\eta^2)} .
\end{equation}

\section*{(c) The potential}

\textbf{Question.} Find $\phi$ and show that it meets every condition of part (a).

\textbf{Solution.} On the screen the normal derivative is $h_\eta^{-1}\partial_\eta\phi$. It vanishes if $\phi$ depends on $\xi$ alone, so we try this form:
\begin{equation}
\frac{d}{d\xi}\left[(1+\xi^2)\frac{d\phi}{d\xi}\right]=0
\quad\Rightarrow\quad \phi=A+B\arctan\xi .
\end{equation}
To place the far boundaries, let $s=(r^2+z^2)/a^2$. From the definitions, $s=1+\xi^2-\eta^2$, so $\xi^2\ge s-1$. Far away in any direction, $\xi\to+\infty$ above the screen and $\xi\to-\infty$ below it. The conditions $A+B\pi/2=-V/2$ and $A-B\pi/2=V/2$ give $A=0$ and $B=-V/\pi$:
\begin{equation}
\phi=-\frac{V}{\pi}\arctan\xi .
\end{equation}

Smoothness across the hole and on the axis remains to be shown. Eliminating $\xi$ gives $\eta^4+(s-1)\eta^2-z^2/a^2=0$, hence
\begin{equation}
\eta^2=\tfrac12\Big[1-s+\sqrt{(1-s)^2+4z^2/a^2}\Big],\qquad \xi=\frac{z}{a\eta}.
\end{equation}
The square root vanishes only at the rim, and $\eta$ vanishes only on the screen. Elsewhere $\xi$ is a smooth function of position. The potential is bounded, and part (d) shows that the current, and hence the power $VI$, is finite.

\section*{(d) The resistance}

\textbf{Question.} Find the current through a surface of constant $\xi$, and from it $R$.

\textbf{Solution.} The current density normal to the surface is $-(\rho h_\xi)^{-1}d\phi/d\xi$. With $d\phi/d\xi=-V/[\pi(1+\xi^2)]$,
\begin{align}
I&=\int_0^{2\pi}\!d\alpha\int_0^1\!d\eta\;\frac{h_\eta h_\alpha}{\rho h_\xi}\,\frac{V}{\pi(1+\xi^2)}\nonumber\\
&=2\pi\cdot\frac{a(1+\xi^2)}{\rho}\cdot\frac{V}{\pi(1+\xi^2)}=\frac{2aV}{\rho}.
\end{align}
The factor $1+\xi^2$ cancels, as charge conservation demands. Therefore
\begin{equation}
R=\frac{V}{I}=\frac{\rho}{2a}.
\end{equation}
The hole is at $\phi=0$, so each side takes half the voltage and contributes $\rho/(4a)$. The resistance scales as $1/a$, not as $1/a^2$: a wider hole has a larger area, but the region in which the current spreads also becomes longer in proportion to $a$.

A numerical solution that does not use these coordinates tests the factor $1/2$. The hole is divided into rings of unknown uniform current density. A current element $dI$ entering a half-space beside an insulating plane produces the potential $\rho\,dI/(2\pi d)$ at distance $d$. The ring edges lie at $r=a\sin\beta$ with equally spaced $\beta$ from 0 to $\pi/2$, which makes the rings narrow near the rim. The densities are chosen so that, in the upper half-space, the potential at the middle value of $\beta$ in every ring is $V/2$ above its far value. With 100, 200 and 400 rings the resistance is $0.500000\,\rho/a$ each time.

\section*{(e) Where the current and the voltage drop are found}

\textbf{Question.} Find the current density in the hole, the share of current near its rim, and the voltage drop along the axis.

\textbf{Solution.} In the hole $\xi=0$, $h_\xi=a\eta$ and $\eta=\sqrt{1-r^2/a^2}$. Using $V=\rho I/(2a)$,
\begin{equation}
j_z=\frac{V}{\pi\rho a\eta}=\frac{I}{2\pi a^2\sqrt{1-r^2/a^2}} .
\end{equation}
At the centre this is half the mean density $I/(\pi a^2)$. It diverges at the ideal sharp rim, but the current stays finite. The fraction flowing outside radius $r$ is
\begin{equation}
\frac1I\int_r^a2\pi r'j_z\,dr'=\int_r^a\frac{r'\,dr'}{a^2\sqrt{1-r'^2/a^2}}=\sqrt{1-\frac{r^2}{a^2}} .
\end{equation}
Outside $0.9a$ lies 19\% of the area but 43.6\% of the current, a value that the ring solution confirms.

On the upper axis $\eta=1$ and $\xi=z/a$. The fraction of the upper side's drop still to come beyond height $z$ is
\begin{equation}
1-\frac2\pi\arctan\frac za=\frac2\pi\arctan\frac az .
\end{equation}
It equals one half at $z=a$, again in agreement with the rings. Most of the resistance thus arises within a few hole radii, although a fifth of each side's drop still lies beyond $z=3a$.

\section*{(f) Large electrodes and small holes}

\textbf{Question.} How do finite electrodes change $R$, and what replaces it when electrons cross the hole without scattering?

\textbf{Solution.} Put terminals on hemispheres of radius $L\gg a$. There $|\xi|=L/a$ to leading order, so the hemispheres are nearly equipotentials. The missing drop on each side is $(V/\pi)\arctan(a/L)\approx Va/(\pi L)$. Two sides together give
\begin{equation}
\frac{\Delta R}{R}\approx-\frac{2a}{\pi L}.
\end{equation}

For the ballistic limit take free electrons at zero temperature, in atomic units. A small voltage $U$ opens an energy window of width $U$ at the Fermi energy $E_F=k_F^2/2$. With two spins, $v_z=k\cos\theta$ and $k\,dk=dE$, the current per area is
\begin{equation}
\frac{2}{(2\pi)^3}\,k_F^2U\int_{\theta<\pi/2}\!\cos\theta\,d\Omega=\frac{k_F^2U}{4\pi^2},
\end{equation}
because the angular integral is $\pi$. The Drude resistivity obeys $1/\rho=n\ell/k_F$, where $\ell$ is the mean free path and $n=k_F^3/(3\pi^2)$ the density. Hence $k_F^2=3\pi^2/(\rho\ell)$, and the ballistic (Sharvin) resistance is
\begin{equation}
R_S=\frac{4\pi^2}{k_F^2\,\pi a^2}=\frac{4\rho\ell}{3\pi a^2},\qquad \frac{R_S}{R}=\frac{8\ell}{3\pi a}.
\end{equation}
For $a\ll\ell$ this replaces $\rho/(2a)$. For $a\gg\ell$ the ratio gives only the order of magnitude of the correction to $\rho/(2a)$.

\section*{(g) Self-heating}

\textbf{Question.} How hot does the hole become, if the screen also blocks heat and the far electrodes stay at $T_0$?

\textbf{Solution.} With constant thermal conductivity $\kappa$, the heat balance is $\kappa\nabla^2T+|\nabla\phi|^2/\rho=0$. Since $\nabla^2\phi=0$, $\nabla^2(\phi^2)=2|\nabla\phi|^2$. The solution meeting the boundary conditions is
\begin{equation}
T-T_0=\frac{V^2/4-\phi^2}{2\kappa\rho},\qquad \Delta T_{\max}=\frac{V^2}{8\kappa\rho},
\end{equation}
with the maximum in the hole, where $\phi=0$.

To estimate $\kappa\rho$, let electrons carry the heat and scatter elastically, with a flow coefficient $S$ independent of energy $E$. A gradient of electrochemical potential $\mu$ drives a particle flow at energy $E$ proportional to $S(-\partial f/\partial E)\nabla\mu$, where $f$ is the Fermi function. For a temperature gradient, $\nabla\mu$ is replaced by $(E-\mu)\nabla T/T$. The electrical conductivity is then $e^2S$. Each electron carries heat $E-\mu$, so with $x=(E-\mu)/(k_BT)$,
\begin{equation}
\kappa=Sk_B^2T\int_{-\infty}^{\infty}\frac{x^2e^x\,dx}{(e^x+1)^2}
=Sk_B^2T\cdot4\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}{3}Sk_B^2T .
\end{equation}
The sum follows from expanding the even integrand in powers of $e^{-x}$ for $x>0$. Thus $\kappa\rho=\mathcal L T_0$, with $\mathcal L=(\pi^2/3)(k_B/e)^2$.

\section*{(h) A film in the hole}

\textbf{Question.} A thin film of specific resistance $s_f$ (resistance times area) covers the hole. Bound the total resistance from below, and find $s_f$ for a tunnel barrier.

\textbf{Solution.} Among all conserved flows carrying the current $I$, the true flow dissipates least. To see this, add a conserved flow $\boldsymbol\delta$ with no net current. The part of the power linear in $\boldsymbol\delta$ is twice
\begin{equation}
\int\rho\,\mathbf j\cdot\boldsymbol\delta\,dV+\int s_fj_z\delta_z\,dS .
\end{equation}
With $\rho\mathbf j=-\nabla\phi$, the first term becomes $-\int(\phi_--\phi_+)\delta_z\,dS$, where $\phi_\mp$ are the potentials below and above the film. Their difference is $s_fj_z$, so the two terms cancel. The quadratic part is positive. Perfectly conducting sheets on the film's faces would permit additional flows at no cost, and so could only lower the resistance. With the sheets, each side contributes $\rho/(4a)$, as in part (d), and the film carries a uniform current. Hence
\begin{equation}
R_{\rm tot}\ge\frac{\rho}{2a}+\frac{s_f}{\pi a^2}.
\end{equation}

Model the film as a rectangular barrier of thickness $d$ and top energy $U_b$, measured from the band bottom, with the free-electron mass inside it as well as outside. In atomic units let $k=\sqrt{2E}$ and $q=\sqrt{2(U_b-E)}$, with $E$ now the energy of motion along $z$. Behind the barrier the wave is $t\,e^{ik(z-d)}$; inside it is $t[\cosh q(z-d)+(ik/q)\sinh q(z-d)]$, which matches value and slope at $z=d$. Matching to $e^{ikz}+\mathcal R e^{-ikz}$ at $z=0$ and eliminating $\mathcal R$ gives
\begin{equation}
2=t\left[2\cosh qd+i\left(\frac qk-\frac kq\right)\sinh qd\right].
\end{equation}
Taking the squared modulus, with $k^2+q^2=2U_b$, yields the transmission
\begin{equation}
D(E)=|t|^2=\left[1+\frac{U_b^2\sinh^2qd}{4E(U_b-E)}\right]^{-1}.
\end{equation}
In the count of part (f), write $d^3k=2\pi k_\parallel dk_\parallel dk_z$, with $v_zdk_z=dE$. At fixed total energy $E_F$ the sum over states becomes
\begin{equation}
\frac1{s_f}=\frac{1}{2\pi^2}\int_0^{E_F}D(E)\,dE .
\end{equation}
For $D=1$ this returns $k_F^2/(4\pi^2)$, the ballistic value of part (f), which is not a resistance of the film. The formula can therefore be used for $s_f$ in the bound above only when $D\ll1$.

\section*{(i) A gold relay contact}

\textbf{Question.} Evaluate $R$ and the neglected effects for one clean spot with $\rho=2.2\ \mu\Omega\,$cm, $a=5000$ nm, $I=1$ A, $T_0=300$ K, $n=6\times10^{22}\ \mathrm{cm^{-3}}$ and $L=1$ mm.

\textbf{Solution.} With $a=5\times10^{-4}$ cm,
\begin{equation}
R=\frac{2.2\times10^{-6}\ \Omega\,\mathrm{cm}}{2\times5\times10^{-4}\ \mathrm{cm}}=2.2\ \mathrm{m\Omega},
\end{equation}
or $5.36\times10^{-7}\,\hbar/e^2$. The voltage is 2.2 mV. The mean current density in the hole is 1.27 MA/cm$^2$, and the value at its centre is 0.64 MA/cm$^2$.

The finite electrodes lower $R$ by 0.32\%. The mean free path is 38 nm, so $R_S/R=0.64\%$ and, as far as $R$ is concerned, the spot is well inside the diffusive regime. Local Ohm's law still fails within a mean free path of the rim. The profile of part (e) puts 12\% of the current there and cannot be trusted in that strip, but the region holds less than 1\% of the dissipated power. With $\mathcal L=2.44\times10^{-8}\ \mathrm{V^2/K^2}$,
\begin{equation}
\Delta T_{\max}=\frac{(2.2\times10^{-3})^2}{8\times2.44\times10^{-8}\times300}\ \mathrm K\approx0.08\ \mathrm K .
\end{equation}
Use at 400 K matters more: if $\rho\propto T$, a rough rule for a phonon-limited metal above its Debye temperature, $R$ rises by 33\% at fixed $a$.

Now let an illustrative film, 0.5 nm thick with a barrier 2 eV above the Fermi level, cover the same hole. The integral in part (h) gives $s_f=3.9\times10^{-8}\ \Omega\,\mathrm{cm^2}$. Divided by $\pi a^2=7.85\times10^{-7}\ \mathrm{cm^2}$, this adds at least 50 m$\Omega$, about 23 times the constriction resistance. At a fixed current of 1 A the voltage would rise accordingly, and the heating estimate for a clean spot would no longer apply. A film with $s_f=1.7\times10^{-9}\ \Omega\,\mathrm{cm^2}$ would already make the two terms of the bound equal. The film figures are only illustrative: in the same model a change of 0.1 nm in thickness changes $s_f$ about fivefold, and an electron mass of 0.5 inside the film would lower $s_f$ about sevenfold. The image force, neglected here, would also lower $s_f$: for a film of relative permittivity 4 the factor is about 7 if the image planes lie at the film faces and the divergent potential is cut off at the band bottom, but it ranges from about 2 to 8 with other cutoffs or with image planes 1 to 2 bohr outside the faces.

The inputs are rough values meant for a relay contact, not measurements of a particular device. A real contact may break several assumptions: its surface may carry a film, it may touch at several spots, and its gold may be only a plating, thinner than the few hole radii over which the current spreads, so that the metal beneath also affects $R$. In this model the film raises the resistance more than twentyfold, while $N$ equal clean spots of radius $a$ would conduct in parallel and have a resistance of about $\rho/(2aN)$, provided their spacing is large compared with $Na$, so that the potentials they produce at one another are negligible. A measured resistance therefore yields a radius through $a=\rho/(2R)$ only if the contact is known to be a single clean, roughly circular spot, much wider than the mean free path, between thick pieces of the same metal, with the resistance of the leads excluded and $\rho$ taken at the temperature of use. The remaining values are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
TESTS IN UNITS rho = a = V = 1
Current through hemisphere of radius 3a: 2.000000
Resistance from 100 rings, in rho/a: 0.500000
Resistance from 200 rings, in rho/a: 0.500000
Resistance from 400 rings, in rho/a: 0.500000
Last ring-refinement shift, in rho/a: -3.43e-09
Current fraction outside 0.9a, rings: 0.4359
Current fraction outside 0.9a, formula: 0.4359
One-side drop left beyond z=a, rings: 0.5000
GOLD RELAY CONTACT, ROUGH INPUTS
Resistivity: 2.20 microohm cm
Hole radius: 5000 nm
Current: 1.00 A
Temperature: 300 K
Carrier density: 6.0e+22 per cm3
Electrode radius: 1.0 mm
MAIN RESULTS
Constriction resistance: 2.2000 milliohm
Same, atomic units: 5.3551e-07 hbar/e^2
Resistance of each side: 1.1000 milliohm
Voltage: 2.2000 mV
Mean current density in hole: 1.2732 MA/cm2
Current density at centre: 0.6366 MA/cm2
NEGLECTED EFFECTS
Finite electrodes lower R by: 0.318 percent
Mean free path: 37.69 nm
Ballistic (Sharvin) resistance: 0.01408 milliohm
Sharvin / constriction: 0.640 percent
Lorenz number: 2.4430e-08 V2/K2
Largest self-heating: 0.0825 K
Hotter temperature of use: 400 K
Rise of R there, rho prop. to T: 33.3 percent
Film thickness: 0.50 nm
Film barrier above Fermi level: 2.00 eV
Free-electron Fermi energy: 5.589 eV
Film transmission at Fermi energy: 2.214e-03
Film specific resistance: 3.936e-08 ohm cm2
Film resistance over hole: 50.116 milliohm
Film / constriction: 22.78
Film value that equals constriction: 1.728e-09 ohm cm2
\end{verbatim}
